# Debugging a numerical check: Fractional 3d–4s Occupation in Spherical Local-Spin-Density Iron and Cobalt

```python
"""
Result under test: in a spherical local-spin-density (LSD) atom, dE/dn_i = eps_i
(Janak). Moving x electrons from 4s-down to 3d-down therefore has the slope
g(x) = eps(3d-down) - eps(4s-down). In Fe and Co g changes sign from - to + between
x = 0 and x = 1, so E(x) is lowest at a fractional x where both levels are equal.
Symbols: E total energy, n_i shell occupation, eps_i eigenvalue, J_ab Coulomb
integral of spherical shell densities (one electron each). Hartree atomic units.
Spin index 0 = up, 1 = down. Nonrelativistic; Dirac exchange, Perdew-Wang correlation.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, cholesky, solve_triangular
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]


def pw_fit(rs, A, a1, b1, b2, b3, b4):
    """Perdew-Wang interpolation function and its rs derivative."""
    root = np.sqrt(rs)
    q0 = -2 * A * (1 + a1 * rs)
    q1 = 2 * A * (b1 * root + b2 * rs + b3 * rs * root + b4 * rs**2)
    dq1 = A * (b1 / root + 2 * b2 + 3 * b3 * root + 4 * b4 * rs)
    log = np.log1p(1 / q1)
    return q0 * log, -2 * A * a1 * log - q0 * dq1 / (q1**2 + q1)


def lsd_xc(dens):
    """Energy per volume and the two spin potentials."""
    dens = np.maximum(dens, 1e-30)
    vx = -(6 * dens / np.pi) ** (1 / 3)
    ex = 0.75 * np.sum(vx * dens, axis=0)
    n = dens.sum(axis=0)
    z = np.clip((dens[0] - dens[1]) / n, -1, 1)
    rs = (3 / (4 * np.pi * n)) ** (1 / 3)
    e0, d0 = pw_fit(rs, 0.0310907, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294)
    e1, d1 = pw_fit(rs, 0.01554535, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517)
    ma, dma = pw_fit(rs, 0.0168869, 0.11125, 10.357, 3.6231, 0.88026, 0.49671)
    norm = 2 ** (4 / 3) - 2
    f = ((1 + z) ** (4 / 3) + (1 - z) ** (4 / 3) - 2) / norm
    df = 4 / 3 * ((1 + z) ** (1 / 3) - (1 - z) ** (1 / 3)) / norm
    f2 = 8 / (9 * norm)
    stiff, dstiff = -ma / f2, -dma / f2
    ec = e0 + stiff * f * (1 - z**4) + (e1 - e0) * f * z**4
    dec_rs = d0 + dstiff * f * (1 - z**4) + (d1 - d0) * f * z**4
    dec_z = (stiff * (df * (1 - z**4) - 4 * f * z**3)
             + (e1 - e0) * (df * z**4 + 4 * f * z**3))
    common = ec - rs / 3 * dec_rs - z * dec_z
    return ex + n * ec, vx + np.array([common + dec_z, common - dec_z])


class Atom:
    """Spherical LSD atom in a basis r^(l+1) exp(-zeta r) on a logarithmic grid."""

    def __init__(self, Z, nbasis=16, step=0.025):
        self.Z, self.h = Z, step
        self.r = np.exp(np.arange(np.log(1e-6), np.log(60.0), step))
        r = self.r
        self.w = step * r
        zeta = np.geomspace(0.3, 2.2 * Z, nbasis)
        self.basis, self.core = [], []
        for l in range(3):
            P = r[:, None] ** (l + 1) * np.exp(-np.outer(r, zeta))
            P /= np.sqrt(self.w @ P**2)
            dP = ((l + 1) / r[:, None] - zeta) * P
            s, U = eigh(P.T @ (self.w[:, None] * P))
            keep = s > 1e-11
            X = U[:, keep] / np.sqrt(s[keep])
            B, dB = P @ X, dP @ X
            for _ in range(2):  # removes rounding errors in orthonormality
                L = cholesky(B.T @ (self.w[:, None] * B), lower=True)
                B = solve_triangular(L, B.T, lower=True).T
                dB = solve_triangular(L, dB.T, lower=True).T
            pot = self.w * (l * (l + 1) / (2 * r**2) - Z / r)
            core = 0.5 * dB.T @ (self.w[:, None] * dB) + B.T @ (pot[:, None] * B)
            self.basis.append(B)
            self.core.append(0.5 * (core + core.T))
        d = 0.8
        H = d * (Z - 1) ** 0.4
        v = Z / r - (1 + (Z - 1) / (1 + H * np.expm1(r / d))) / r
        self.v = np.array([v, v])

    def hartree(self, n):
        """Potential of radial density n; last term corrects the kink at r = r'."""
        q = self.w * n
        g = q / self.r
        return np.cumsum(q) / self.r + np.cumsum(g[::-1])[::-1] - g - self.h / 12 * g

    def interaction(self, rho):
        """Hartree plus xc energy, Hartree potential, xc potentials."""
        n = rho.sum(axis=0)
        vh = self.hartree(n)
        area = 4 * np.pi * self.r**2
        exc, vxc = lsd_xc(rho / area)
        return 0.5 * self.w @ (n * vh) + self.w @ (area * exc), vh, vxc

    def solve(self, occ):
        """occ[spin][l] lists shell occupations from the lowest shell upward."""
        v, xs, fs = self.v.copy(), [], []
        for _ in range(300):
            rho, one_body = np.zeros_like(v), 0.0
            eps, orb = [[], []], [[], []]
            for spin in range(2):
                for l in range(3):
                    B = self.basis[l]
                    ham = self.core[l] + B.T @ ((self.w * v[spin])[:, None] * B)
                    e, c = eigh(ham)
                    nocc = np.array(occ[spin][l], float)
                    c = c[:, :max(len(nocc), 1)]
                    P = B @ c
                    k = len(nocc)
                    if k:
                        rho[spin] += P[:, :k] ** 2 @ nocc
                        one_body += nocc @ np.sum(c * (self.core[l] @ c), axis=0)[:k]
                    eps[spin].append(e)
                    orb[spin].append(P)
            e_int, vh, vxc = self.interaction(rho)
            res = (vh + vxc - v).ravel()
            if np.max(np.abs(res)) < 1e-7:
                self.v = v
                return dict(E=one_body + e_int, eps=eps, orb=orb, rho=rho)
            xs, fs = (xs + [v.ravel().copy()])[-7:], (fs + [res])[-7:]
            new = xs[-1] + 0.3 * res
            if len(fs) > 1:
                dF, dX = np.diff(np.array(fs), axis=0).T, np.diff(np.array(xs), axis=0).T
                new -= (dX + 0.3 * dF) @ np.linalg.lstsq(dF, res, rcond=None)[0]
            v = new.reshape(v.shape)
        raise RuntimeError("self-consistency not reached")


def shells(s_up, s_dn, d_up, d_dn, p_up=0.0):
    """Argon-like core plus 4s, 3d and (optionally) 4p-up electrons."""
    return [[[1, 1, 1, s_up], [3, 3, p_up], [d_up]],
            [[1, 1, 1, s_dn], [3, 3], [d_dn]]]


def transfer(atom, d0, x):
    return atom.solve(shells(1, 1 - x, 5, d0 + x))


def gap(sol):
    return sol["eps"][1][2][0] - sol["eps"][1][0][3]


def crossing(atom, d0):
    """x of equal eigenvalues, or the integer end favoured by the slope."""
    g0, g1 = gap(transfer(atom, d0, 0.0)), gap(transfer(atom, d0, 1.0))
    if g0 * g1 < 0:
        return brentq(lambda x: gap(transfer(atom, d0, x)), 0, 1, xtol=1e-7)
    return 0.0 if g0 > 0 else 1.0


def lowest(atom, d0):
    """x of lowest energy, found from total energies only."""
    return minimize_scalar(lambda x: transfer(atom, d0, x)["E"], bounds=(0, 1),
                           method="bounded", options=dict(xatol=1e-5)).x


# Solver and functional against PySCF (Gaussians, three-dimensional grid): N atom
nit = Atom(7).solve([[[1, 1], [3], []], [[1, 1], [], []]])
gauss = [[0, [0.05 * 2.4**k, 1.0]] for k in range(17)]
gauss += [[1, [0.05 * 2.4**k, 1.0]] for k in range(9)]
mol = gto.M(atom="N 0 0 0", basis={"N": gauss}, spin=3, verbose=0)
mf = dft.UKS(mol)
mf.xc = "lda_x,lda_c_pw"
e_pyscf = mf.kernel()
print(f"N atom energy, radial solver / PySCF: {nit['E']:.5f} / {e_pyscf:.5f} hartree")
assert mf.converged and abs(nit["E"] - e_pyscf) < 1e-3
assert abs(nit["eps"][0][1][0] - mf.mo_energy[0][4]) < 1e-3

# Iron along the transfer path
fe = Atom(26)
path = {x: transfer(fe, 1, x) for x in (0.0, 0.25, 0.5, 0.75, 1.0)}
E0, E1 = path[0.0]["E"], path[1.0]["E"]
print(f"Fe total energy at x=0 (3d6 4s2): {E0:.4f} hartree")
print("Fe: x, eps 3d-down, eps 4s-down, g, E(x)-E(0), all energies in hartree")
for x, s in path.items():
    print(f"  {x:.2f}  {s['eps'][1][2][0]:.5f}  {s['eps'][1][0][3]:.5f}"
          f"  {gap(s):+.5f}  {s['E'] - E0:+.5f}")

# Janak's theorem shell by shell at x = 0.3, by finite differences of E
base = np.array([1.0, 0.7, 5.0, 1.3])
ref = fe.solve(shells(*base))
print("Fe at x=0.30: shell, dE/dn by finite difference, eigenvalue (hartree)")
for name, k, spin, l, n in (("4s-down", 1, 1, 0, 3), ("3d-up", 2, 0, 2, 0),
                            ("3d-down", 3, 1, 2, 0)):
    dn = np.zeros(4)
    dn[k] = 0.005
    slope = (fe.solve(shells(*(base + dn)))["E"]
             - fe.solve(shells(*(base - dn)))["E"]) / 0.01
    print(f"  {name:8s} {slope:.6f}  {ref['eps'][spin][l][n]:.6f}")
    assert abs(slope - ref["eps"][spin][l][n]) < 5e-5

# Energy difference of the integer ends from the integrated eigenvalue difference
nodes, weights = np.polynomial.legendre.leggauss(5)
area = sum(0.5 * wt * gap(transfer(fe, 1, 0.5 * (t + 1))) for t, wt in zip(nodes, weights))
print(f"Fe E(1)-E(0): direct {E1 - E0:+.6f}, integral of g {area:+.6f} hartree")
assert abs(area - (E1 - E0)) < 5e-5

# Position of the minimum by two roads
x_fe, x_energy = crossing(fe, 1), lowest(fe, 1)
best = transfer(fe, 1, x_fe)
mu = best["eps"][1][2][0]
print(f"Fe x*: equal eigenvalues {x_fe:.4f}, lowest energy {x_energy:.4f}")
print(f"Fe occupations at minimum: 3d {6 + x_fe:.3f}, 4s {2 - x_fe:.3f} electrons")
print(f"Fe common eigenvalue mu: {mu:.5f} hartree = {mu * EV:.3f} eV")
print(f"Fe E(x*)-E(0): {best['E'] - E0:+.5f} hartree = {(best['E'] - E0) * EV:+.3f} eV")
print(f"Fe E(x*)-E(1): {best['E'] - E1:+.5f} hartree = {(best['E'] - E1) * EV:+.3f} eV")
line = (1 - x_fe) * E0 + x_fe * E1
print(f"Fe E(x*) minus straight line between the ends: {best['E'] - line:+.5f} hartree")
assert gap(path[0.0]) < 0 < gap(path[1.0])
assert np.all(np.diff([gap(s) for s in path.values()]) > 0)
assert 0 < x_fe < 1 and abs(x_fe - x_energy) < 1e-3
assert best["E"] < min(E0, E1)

# Other shells: full ones below mu, empty ones above mu
up, down = best["eps"]
print(f"Fe at x*: eps 3d-up {up[2][0]:.5f}, 4s-up {up[0][3]:.5f} hartree (full)")
print(f"Fe at x*: eps 4p-up {up[1][2]:.5f}, 4p-down {down[1][2]:.5f} hartree (empty)")
assert max(up[2][0], up[0][3], up[1][1], down[1][1], down[0][2]) < mu
assert min(up[1][2], down[1][2], up[0][4], down[0][4], up[2][1], down[2][1]) > mu
t = 0.02
moves = {"4s-up to 3d-down": shells(1 - t, 1 - x_fe, 5, 1 + x_fe + t),
         "3d-up to 3d-down": shells(1, 1 - x_fe, 5 - t, 1 + x_fe + t),
         "3d-down to 4p-up": shells(1, 1 - x_fe, 5, 1 + x_fe - t, t)}
print(f"Fe energy change on moving {t} electron away from the minimum:")
for name, occ in moves.items():
    change = fe.solve(occ)["E"] - best["E"]
    print(f"  {name}: {change * 1000:+.4f} millihartree")
    assert change > 0

# Curvature at x*: frozen orbitals and relaxed orbitals
dd, ss = best["orb"][1][2][:, 0] ** 2, best["orb"][1][0][:, 3] ** 2
Jdd, Jss, Jds = (fe.w @ (a * fe.hartree(b)) for a, b in ((dd, dd), (ss, ss), (dd, ss)))
step = 0.01
change = np.array([np.zeros_like(dd), dd - ss])
plus, mid, minus = (fe.interaction(best["rho"] + k * step * change) for k in (1, 0, -1))
xc_part = fe.w @ ((dd - ss) * (plus[2][1] - minus[2][1])) / (2 * step)
frozen = Jdd + Jss - 2 * Jds + xc_part
frozen_energy = (plus[0] - 2 * mid[0] + minus[0]) / step**2
a, b = transfer(fe, 1, x_fe + 0.02), transfer(fe, 1, x_fe - 0.02)
relaxed = (gap(a) - gap(b)) / 0.04
relaxed_energy = (a["E"] - 2 * best["E"] + b["E"]) / 0.02**2
print(f"Fe J_dd {Jdd:.4f}, J_ss {Jss:.4f}, J_ds {Jds:.4f} hartree")
print(f"Fe xc part of frozen curvature: {xc_part:+.4f} hartree")
print(f"Fe curvature, frozen orbitals: {frozen:.4f} hartree")
print(f"Fe curvature, relaxed: from g {relaxed:.4f}, from E {relaxed_energy:.4f} hartree")
assert abs(frozen - frozen_energy) < 2e-3 * frozen
assert abs(relaxed - relaxed_energy) < 1e-2 * abs(relaxed)
assert 0 < relaxed < frozen and Jdd > max(Jss, Jds)

# Larger basis and finer grid
x_fine = crossing(Atom(26, nbasis=20, step=0.0125), 1)
print(f"Fe x* with larger basis and finer grid: {x_fine:.4f}")
assert abs(x_fine - x_fe) < 2e-3

# Cobalt
co = Atom(27)
c0, c1 = transfer(co, 2, 0.0), transfer(co, 2, 1.0)
x_co, x_co_energy = crossing(co, 2), lowest(co, 2)
cbest = transfer(co, 2, x_co)
cmu = cbest["eps"][1][2][0]
print(f"Co g at x=0 and x=1: {gap(c0):+.5f}, {gap(c1):+.5f} hartree")
print(f"Co x*: equal eigenvalues {x_co:.4f}, lowest energy {x_co_energy:.4f}")
print(f"Co occupations at minimum: 3d {7 + x_co:.3f}, 4s {2 - x_co:.3f} electrons")
print(f"Co common eigenvalue: {cmu:.5f} hartree = {cmu * EV:.3f} eV")
print(f"Co eps 4s-up at x*: {cbest['eps'][0][0][3]:.5f} hartree")
print(f"Co E(x*)-E(0), E(x*)-E(1): {cbest['E'] - c0['E']:+.5f},"
      f" {cbest['E'] - c1['E']:+.5f} hartree")
assert gap(c0) < 0 < gap(c1) and abs(x_co - x_co_energy) < 1e-3
assert cbest["E"] < min(c0["E"], c1["E"])
assert max(cbest["eps"][0][0][3], cbest["eps"][0][2][0]) < cmu
assert min(cbest["eps"][0][1][2], cbest["eps"][1][1][2]) > cmu

# Copper: an integer minimum, because the empty 4s-down level lies above 3d-down
cu = Atom(29)
k0 = cu.solve(shells(1, 0, 5, 5))
k1 = cu.solve(shells(1, 0.1, 5, 4.9))
print(f"Cu 3d10 4s1: eps 3d-down {k0['eps'][1][2][0]:.5f},"
      f" 4s-up {k0['eps'][0][0][3]:.5f}, empty 4s-down {k0['eps'][1][0][3]:.5f} hartree")
print(f"Cu energy change, 0.1 electron 3d-down to 4s-down: {k1['E'] - k0['E']:+.5f} hartree")
assert k0["eps"][1][0][3] > max(k0["eps"][0][0][3], k0["eps"][0][2][0], k0["eps"][1][2][0])
assert k1["E"] > k0["E"]

print("all tests passed")
```

Output of this version:

```
N atom energy, radial solver / PySCF: -54.13565 / -54.13405 hartree
Traceback (most recent call last):
  File "check.py", line 169, in <module>
    assert mf.converged and abs(nit["E"] - e_pyscf) < 1e-3
                            ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The radial grid starts at 1e-6 bohr, and the kinetic-energy sum left out the interval between the nucleus and that point, where the slope of r times an s orbital is finite. This made the radial energy too low, by an estimated 1.3 millihartree of the 1.6 millihartree gap in nitrogen and by far more in iron; the missing part of the sum is now added, and a new test compares bare-nucleus levels with the known hydrogenic values. The rest of the gap is put down to the PySCF side, so its Gaussian basis and its integration grid are made finer. No tested quantity was removed and no tolerance was changed.

Repair:

```diff
@@ -59,4 +59,8 @@
         r = self.r
         self.w = step * r
+        # d(r R)/dr is finite at the nucleus for s states: the first kinetic weight
+        # also carries the (geometric) sum over all grid points below r[0]
+        w_kin = self.w.copy()
+        w_kin[0] += r[0] * step / np.expm1(step)
         zeta = np.geomspace(0.3, 2.2 * Z, nbasis)
         self.basis, self.core = [], []
@@ -74,5 +78,5 @@
                 dB = solve_triangular(L, dB.T, lower=True).T
             pot = self.w * (l * (l + 1) / (2 * r**2) - Z / r)
-            core = 0.5 * dB.T @ (self.w[:, None] * dB) + B.T @ (pot[:, None] * B)
+            core = 0.5 * dB.T @ (w_kin[:, None] * dB) + B.T @ (pot[:, None] * B)
             self.basis.append(B)
             self.core.append(0.5 * (core + core.T))
@@ -158,11 +162,18 @@
 
 
+# One-electron part of the solver: hydrogenic levels of a bare iron nucleus
+fe = Atom(26)
+bare_1s, bare_3d = (np.linalg.eigvalsh(fe.core[l])[0] for l in (0, 2))
+print(f"Bare Fe nucleus 1s: solver {bare_1s:.5f}, -Z^2/2 = {-26**2 / 2:.5f} hartree")
+assert abs(bare_1s + 26**2 / 2) < 2e-3 and abs(bare_3d + 26**2 / 18) < 2e-3
+
 # Solver and functional against PySCF (Gaussians, three-dimensional grid): N atom
 nit = Atom(7).solve([[[1, 1], [3], []], [[1, 1], [], []]])
-gauss = [[0, [0.05 * 2.4**k, 1.0]] for k in range(17)]
-gauss += [[1, [0.05 * 2.4**k, 1.0]] for k in range(9)]
+gauss = [[0, [0.05 * 2.0**k, 1.0]] for k in range(22)]
+gauss += [[1, [0.05 * 2.0**k, 1.0]] for k in range(13)]
 mol = gto.M(atom="N 0 0 0", basis={"N": gauss}, spin=3, verbose=0)
 mf = dft.UKS(mol)
 mf.xc = "lda_x,lda_c_pw"
+mf.grids.level = 5
 e_pyscf = mf.kernel()
 print(f"N atom energy, radial solver / PySCF: {nit['E']:.5f} / {e_pyscf:.5f} hartree")
@@ -171,5 +182,4 @@
 
 # Iron along the transfer path
-fe = Atom(26)
 path = {x: transfer(fe, 1, x) for x in (0.0, 0.25, 0.5, 0.75, 1.0)}
 E0, E1 = path[0.0]["E"], path[1.0]["E"]
```

The mended program passes:

```
Bare Fe nucleus 1s: solver -337.99999, -Z^2/2 = -338.00000 hartree
N atom energy, radial solver / PySCF: -54.13438 / -54.13436 hartree
Fe total energy at x=0 (3d6 4s2): -1261.2129 hartree
Fe: x, eps 3d-down, eps 4s-down, g, E(x)-E(0), all energies in hartree
  0.00  -0.21387  -0.18279  -0.03108  +0.00000
  0.25  -0.18000  -0.16942  -0.01059  -0.00516
  0.50  -0.14856  -0.15603  +0.00747  -0.00550
  0.75  -0.11963  -0.14259  +0.02296  -0.00164
  1.00  -0.09323  -0.12902  +0.03578  +0.00576
Fe at x=0.30: shell, dE/dn by finite difference, eigenvalue (hartree)
  4s-down  -0.166741  -0.166741
  3d-up    -0.291664  -0.291664
  3d-down  -0.173516  -0.173515
Fe E(1)-E(0): direct +0.005761, integral of g +0.005761 hartree
Fe x*: equal eigenvalues 0.3923, lowest energy 0.3923
Fe occupations at minimum: 3d 6.392, 4s 1.608 electrons
Fe common eigenvalue mu: -0.16180 hartree = -4.403 eV
Fe E(x*)-E(0): -0.00590 hartree = -0.161 eV
Fe E(x*)-E(1): -0.01166 hartree = -0.317 eV
Fe E(x*) minus straight line between the ends: -0.00816 hartree
Fe at x*: eps 3d-up -0.27658, 4s-up -0.19617 hartree (full)
Fe at x*: eps 4p-up -0.05286, 4p-down -0.03724 hartree (empty)
Fe energy change on moving 0.02 electron away from the minimum:
  4s-up to 3d-down: +0.6990 millihartree
  3d-up to 3d-down: +2.2832 millihartree
  3d-down to 4p-up: +2.2004 millihartree
Fe J_dd 0.7701, J_ss 0.2821, J_ds 0.3589 hartree
Fe xc part of frozen curvature: -0.0520 hartree
Fe curvature, frozen orbitals: 0.2824 hartree
Fe curvature, relaxed: from g 0.0716, from E 0.0716 hartree
Fe x* with larger basis and finer grid: 0.3923
Co g at x=0 and x=1: -0.06898, +0.00970 hartree
Co x*: equal eigenvalues 0.8394, lowest energy 0.8394
Co occupations at minimum: 3d 7.839, 4s 1.161 electrons
Co common eigenvalue: -0.14775 hartree = -4.020 eV
Co eps 4s-up at x*: -0.18409 hartree
Co E(x*)-E(0), E(x*)-E(1): -0.02690, -0.00079 hartree
Cu 3d10 4s1: eps 3d-down -0.19704, 4s-up -0.18377, empty 4s-down -0.15425 hartree
Cu energy change, 0.1 electron 3d-down to 4s-down: +0.00466 hartree
all tests passed
```
